# Can a divide-and-conquer fragment ignore distant charges in an ionic chain?: a program that tests the result

```python
"""
Result under test: in a gapped ionic chain a subsystem may be cut out of the
Hamiltonian with an exponentially small error, provided that it keeps the
Hartree potential of ALL charges.  With only its own charges its charge
transfer has an error chi*2*k*P/R^2, and it misses the response
chi*k*Q/R^2 to an ion of charge Q outside it.

Symbols: cell = anion at c*L, cation at c*L + d; bare levels -D0 and +D0;
hoppings t1 (inside a cell) and t2 (between cells); U on-site repulsion;
k = e/(4 pi eps0) in V*Angstrom; q = cation charge in e; P = dipole per length;
chi = dq/dF for a uniform field F; b = buffer cells on each side of a core.
Charges are 1 - (electron number); an electron level is shifted by -potential.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

k = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10
D0, t1, t2, U = 3.0, 2.0, 0.8, 10.0
d, L = 2.0, 5.0
N = 101
mid = N // 2


def gamma(r):
    return k / np.sqrt(np.asarray(r, float) ** 2 + (k / U) ** 2)


def positions(n):
    return (np.arange(n)[:, None] * L + np.array([0.0, d])).ravel()


def half_filled(h):
    """Site charges, highest filled and lowest empty level at half filling."""
    e, v = np.linalg.eigh(h)
    m = len(e) // 2
    return 1 - 2 * np.sum(v[:, :m] ** 2, axis=1), e[m - 1], e[m]


def patched(h, b):
    """Divide and conquer: each cell is the core of its own block."""
    n = len(h) // 2
    charge, top, bottom = np.zeros(2 * n), -np.inf, np.inf
    for c in range(n):
        lo, hi = max(0, c - b), min(n, c + b + 1)
        qb, homo, lumo = half_filled(h[2 * lo:2 * hi, 2 * lo:2 * hi])
        charge[2 * c:2 * c + 2] = qb[2 * (c - lo):2 * (c - lo) + 2]
        top, bottom = max(top, homo), min(bottom, lumo)
    return charge, top, bottom


def solve(n, external=None, b=None):
    """Self-consistent charges; b=None means one global diagonalization."""
    x = positions(n)
    g = gamma(x[:, None] - x[None, :])
    hop = np.where(np.arange(2 * n - 1) % 2 == 0, t1, t2)
    h0 = np.diag(np.tile([-D0, D0], n)) - np.diag(hop, 1) - np.diag(hop, -1)
    ext = np.zeros(2 * n) if external is None else external
    q = np.tile([-0.5, 0.5], n)
    for _ in range(400):
        phi = g @ q + ext
        h = h0 - np.diag(phi)
        out, homo, lumo = half_filled(h) if b is None else patched(h, b)
        if np.max(np.abs(out - q)) < 1e-11:
            # one chemical potential must fit into the gaps of all blocks
            assert lumo > homo
            return out, phi, h, lumo - homo
        q = q + 0.5 * (out - q)
    raise RuntimeError("charges did not converge")


def cation(q, c):
    return q[2 * c + 1]


# Infinite chain in reciprocal space, and one isolated cell as a two-level system
cells = np.arange(-20000, 20001)
S = np.sum(gamma(cells * L) - gamma(cells * L - d))
phase = 2 * np.pi * np.arange(400) / 400
hop2 = np.abs(t1 + t2 * np.exp(1j * phase)) ** 2


def q_band(D):
    return np.mean(D / np.sqrt(D ** 2 + hop2))


D_inf = brentq(lambda D: D - D0 + S * q_band(D), 0, D0, xtol=1e-14)
q_inf = q_band(D_inf)
S_cell = U - gamma(d)
D_cell = brentq(lambda D: D - D0 + S_cell * D / np.hypot(D, t1), 0, D0, xtol=1e-14)
q_cell = D_cell / np.hypot(D_cell, t1)

# Global reference, and isolated fragments that see only their own charges
q_full, phi_full, h_full, gap_full = solve(N)
ref = cation(q_full, mid)
fragments = {b: solve(2 * b + 1)[0] for b in (0, 1, 2, 4, 6, 10, 20)}
fragments[mid] = q_full
q_iso = {b: cation(q, b) for b, q in fragments.items()}
assert abs(q_iso[0] - q_cell) < 1e-9
assert q_iso[0] < q_inf

# Nearsightedness: cut the converged Hamiltonian, leave its potential alone
lam = np.arccosh((D_inf ** 2 + t1 ** 2 + t2 ** 2) / (2 * t1 * t2))
frozen = {}
for b in (0, 1, 2, 4, 6, 8):
    block = h_full[2 * (mid - b):2 * (mid + b + 1), 2 * (mid - b):2 * (mid + b + 1)]
    frozen[b] = cation(half_filled(block)[0], b) - ref
rate = np.log(abs(frozen[4] / frozen[8])) / 4
# an algebraic prefactor of the exponential changes the finite-b rate somewhat
assert abs(rate / (2 * lam) - 1) < 0.2

# Self-consistent divide and conquer with the global Hartree field
dc = {b: solve(N, b=b) for b in (0, 1, 2, 4, 6)}
err_dc = {b: cation(dc[b][0], mid) - ref for b in dc}
err_iso = {b: q_iso[b] - ref for b in dc}
assert abs(err_dc[6]) < 1e-2 * abs(err_dc[2])
assert abs(err_dc[6]) < 1e-2 * abs(err_iso[6])

# Response to a uniform field, and dipole per length from growth of the chain
x = positions(N)
F = 1e-3
chi = (cation(solve(N, -F * (x - x.mean()))[0], mid)
       - cation(solve(N, F * (x - x.mean()))[0], mid)) / (2 * F)
dipole = {n: solve(n)[0] @ positions(n) for n in (31, 41)}
P = (dipole[41] - dipole[31]) / (10 * L)

# Inverse-square law for the error of isolated fragments
law = {}
for b in (4, 10, 20, mid):
    R = (b + 0.5) * L
    law[b] = (R, q_inf - q_iso[b], chi * 2 * k * P / R ** 2)
# corrections are of relative order (a few Angstrom)/R
assert abs(law[20][1] / law[20][2] - 1) < 0.08
assert abs(law[mid][1] / law[mid][2] - 1) < 0.04

# A distant ion on the axis
Q, gap_to_ion = 1.0, 10.0
ion = k * Q / (x + gap_to_ion)
q_ion, phi_ion, _, gap_ion = solve(N, ion)
q_dc_ion = solve(N, ion, b=4)[0]
response = {}
for c in (0, 10, 20, mid):
    R = c * L + d / 2 + gap_to_ion
    true = cation(q_ion, c) - cation(q_full, c)
    by_dc = cation(q_dc_ion, c) - cation(dc[4][0], c)
    shift = np.mean((phi_ion - phi_full)[2 * c:2 * c + 2])
    response[c] = (R, true, by_dc, chi * k * Q / R ** 2, shift, k * Q / R)
for c in (20, mid):
    R, true, by_dc, formula, shift, bare = response[c]
    assert abs(true / formula - 1) < 0.05
    assert abs(by_dc / true - 1) < 0.01
    assert abs(shift / bare - 1) < 0.02

print(f"D0={D0} t1={t1} t2={t2} U={U} eV; d={d} L={L} Angstrom; cells N={N}")
print(f"k = {k:.4f} V*Angstrom; gamma(d) = {gamma(d):.4f} eV")
print(f"lattice sum S = {S:.4f} eV; one-cell value U-gamma(d) = {S_cell:.4f} eV")
print(f"half level splitting: infinite chain {D_inf:.4f}, one cell {D_cell:.4f} eV")
print(f"cation charge, infinite chain (reciprocal space) = {q_inf:.6f} e")
print(f"cation charge, centre of global chain            = {ref:.6f} e")
print(f"cation charge, one isolated cell: two-level {q_cell:.6f}, SCF {q_iso[0]:.6f} e")
print(f"charge transfer missed by isolated cell = {100 * (1 - q_cell / q_inf):.2f} %")
print(f"gap of global chain: without ion {gap_full:.3f}, with ion {gap_ion:.3f} eV")
print(f"decay constant lambda = {lam:.4f} per cell; 2*lambda = {2 * lam:.4f}")
print(f"measured decay rate of frozen-field error, b=4 to 8: {rate:.4f} per cell")
print("Error of central cation charge (e), frozen global potential:")
for b in frozen:
    print(f"  b={b}: {frozen[b]: .3e}")
print("Error of central cation charge (e), self-consistent:")
print("  b   with global field   own charges only")
for b in dc:
    print(f"  {b}   {err_dc[b]: .3e}          {err_iso[b]: .3e}")
print(f"chi = {chi:.5f} e/(V/Angstrom)")
print(f"P = {P:.5f} e; q*d/L = {q_inf * d / L:.5f} e")
print("Isolated fragments: b, R (Angstrom), q_inf-q (e), chi*2kP/R^2 (e), ratio")
for b, (R, err, pred) in law.items():
    print(f"  {b:2d} {R:6.1f} {err:.4e} {pred:.4e} {err / pred:.4f}")
print(f"Ion Q = {Q:.0f} e, {gap_to_ion:.0f} Angstrom beyond the first atom")
print("cell, R (Angstrom), change of q (e): global, D&C b=4, chi*kQ/R^2")
for c, r in response.items():
    print(f"  {c:2d} {r[0]:6.1f} {r[1]:.4e} {r[2]:.4e} {r[3]:.4e}")
print("cell, change of mean cell potential (V): self-consistent, bare kQ/R")
for c, r in response.items():
    print(f"  {c:2d} {r[4]:.5f} {r[5]:.5f}")
print("PASS")
```

Output:

```
D0=3.0 t1=2.0 t2=0.8 U=10.0 eV; d=2.0 L=5.0 Angstrom; cells N=101
k = 14.3996 V*Angstrom; gamma(d) = 5.8430 eV
lattice sum S = 3.1669 eV; one-cell value U-gamma(d) = 4.1570 eV
half level splitting: infinite chain 1.2851, one cell 1.0572 eV
cation charge, infinite chain (reciprocal space) = 0.541499 e
cation charge, centre of global chain            = 0.541482 e
cation charge, one isolated cell: two-level 0.467341, SCF 0.467341 e
charge transfer missed by isolated cell = 13.69 %
gap of global chain: without ion 1.922, with ion 2.746 eV
decay constant lambda = 1.2972 per cell; 2*lambda = 2.5943
measured decay rate of frozen-field error, b=4 to 8: 2.6434 per cell
Error of central cation charge (e), frozen global potential:
  b=0: -9.175e-04
  b=1: -2.234e-04
  b=2: -1.760e-05
  b=4: -8.996e-08
  b=6: -4.520e-10
  b=8: -2.302e-12
Error of central cation charge (e), self-consistent:
  b   with global field   own charges only
  0   -4.699e-04          -7.414e-02
  1   -1.174e-04          -2.181e-02
  2   -9.263e-06          -8.879e-03
  4   -4.731e-08          -2.594e-03
  6   -2.374e-10          -1.156e-03
chi = 0.14890 e/(V/Angstrom)
P = 0.24916 e; q*d/L = 0.21660 e
Isolated fragments: b, R (Angstrom), q_inf-q (e), chi*2kP/R^2 (e), ratio
   4   22.5 2.6112e-03 2.1105e-03 1.2373
  10   52.5 4.2084e-04 3.8764e-04 1.0857
  20  102.5 1.0537e-04 1.0169e-04 1.0362
  50  252.5 1.6964e-05 1.6758e-05 1.0123
Ion Q = 1 e, 10 Angstrom beyond the first atom
cell, R (Angstrom), change of q (e): global, D&C b=4, chi*kQ/R^2
   0   11.0 1.4417e-02 1.4417e-02 1.7720e-02
  10   61.0 6.2159e-04 6.2158e-04 5.7621e-04
  20  111.0 1.8088e-04 1.8088e-04 1.7402e-04
  50  261.0 3.1950e-05 3.1950e-05 3.1475e-05
cell, change of mean cell potential (V): self-consistent, bare kQ/R
   0 1.27604 1.30906
  10 0.23880 0.23606
  20 0.13037 0.12973
  50 0.05525 0.05517
PASS
```
